\section*{How Interstitial Clusters Pin Supersaturation and Prolong Enhanced Dopant Diffusion}

\section{The situation}

Ion implantation leaves a semiconductor crystal with excess self-interstitials. During the anneal that follows, dopants which move with the help of interstitials diffuse much faster than in undamaged material, and after some time the enhancement disappears. One might expect twice the damage to give twice the interstitial concentration, and hence twice the diffusion rate. If the interstitials are stored in clusters, a different result is possible: the rate hardly changes, but the enhancement lasts about twice as long.

A model with one capture rate and one emission rate shows when this happens. It also separates two questions that have different answers: how far the dopant has moved after a given time, and how far it has moved once all clusters have dissolved.

\section{Capture, emission and the pinned level}

Let $I(x,t)$ be the concentration of free interstitials at depth $x$, $D$ their diffusivity and $I^*$ their equilibrium concentration. Let $C(x,t)$ be the concentration of interstitials stored in clusters. It counts stored interstitials, not clusters and not implanted ions.

For the capture rate, consider an absorbing sphere of radius $a$ in a medium where the distant concentration is $I$. The steady spherical solution of the diffusion equation that vanishes at $r=a$ is $I(1-a/r)$. Its gradient is $Ia/r^2$, so the inward current is
\begin{equation}
4\pi r^2 D\,\frac{Ia}{r^2}=4\pi aDI\equiv kDI,\qquad k=4\pi a .
\end{equation}
The model assigns one such capture site to each stored interstitial. Each stored interstitial is also emitted at a rate $g$ that does not depend on cluster size. Then
\begin{equation}
\frac{\partial C}{\partial t}=kDCI-gC=kDC\,(I-I_{\rm sat}),
\qquad I_{\rm sat}=\frac{g}{kD}. \label{eq:cluster}
\end{equation}
Clusters grow where $I>I_{\rm sat}$ and dissolve where $I<I_{\rm sat}$. The balance level does not contain $C$, because capture and emission are both proportional to it.

For the emission rate we take an attempt rate $D/a^2$ times a Boltzmann factor with binding energy $E_b$:
\begin{equation}
g=\frac{D}{a^2}e^{-E_b/k_BT_{\rm a}}
\quad\Longrightarrow\quad
I_{\rm sat}=\frac{e^{-E_b/k_BT_{\rm a}}}{4\pi a^3},
\end{equation}
where $T_{\rm a}$ is the anneal temperature. The diffusivity cancels in $I_{\rm sat}$.

What the clusters gain, the free population loses:
\begin{equation}
\frac{\partial I}{\partial t}=D\frac{\partial^2 I}{\partial x^2}-\frac{\partial C}{\partial t}. \label{eq:free}
\end{equation}
The surface is a perfect sink that holds $I(0,t)=I^*$. No net flux leaves through the deep side, at $x=L$. Other traps, stable dislocation loops and recombination with excess vacancies are left out. We assume $\Delta\equiv I_{\rm sat}-I^*>0$, so that the surface can drain the clusters.

\section{How close to the balance level?}

Dissolving clusters must supply the flux to the surface, so $I$ has to lie somewhat below $I_{\rm sat}$. To find the gap, put all clusters in a thin sheet at depth $R$, with stored dose $Q(t)$ per unit area.

Suppose that free interstitials cross the layer quickly compared with the change of the clusters. Then $\partial I/\partial t$ can be dropped in \eqref{eq:free}, and $I$ is linear in $x$ on each side of the sheet. It rises from $I^*$ at the surface to $I_R$ at the sheet, and stays at $I_R$ below it because the deep side carries no flux. Integrating \eqref{eq:free} across the sheet gives
\begin{equation}
\frac{dQ}{dt}=D\left[\left.\frac{\partial I}{\partial x}\right|_{R^+}-\left.\frac{\partial I}{\partial x}\right|_{R^-}\right]
=-\frac{D(I_R-I^*)}{R}. \label{eq:loss}
\end{equation}
Integrating \eqref{eq:cluster} across the sheet gives $dQ/dt=kDQ(I_R-I_{\rm sat})$. Equate the two, multiply by $-R/D$, and define $u=kQR$:
\begin{align}
I_R-I^*&=u\,(I_{\rm sat}-I_R)=u\,[\Delta-(I_R-I^*)],\\
(1+u)(I_R-I^*)&=u\Delta,\\
I_R-I^*&=\Delta\,\frac{u}{1+u}. \label{eq:pin}
\end{align}

The number $u$ compares recapture by the sheet with escape to the surface. For $u\gg1$ an emitted interstitial is far more likely to be recaptured than lost, and the level is pinned at a relative distance of about $1/u$ below $\Delta$. For $u\ll1$ the excess is $u\Delta$, proportional to the stored dose, and nothing is pinned. The response to a small relative change of dose covers both cases:
\begin{equation}
\frac{d\ln(I_R-I^*)}{d\ln Q}=1-\frac{u}{1+u}=\frac{1}{1+u}.
\end{equation}

\section{How long the plateau lasts}

Multiply \eqref{eq:loss} by $kR$ and insert \eqref{eq:pin}:
\begin{equation}
\frac{du}{dt}=-kD(I_R-I^*)=-\frac{1}{T}\,\frac{u}{1+u},
\qquad T=\frac{1}{kD\Delta}. \label{eq:du}
\end{equation}
Separating the variables gives $(1+1/u)\,du=-dt/T$. With $u=u_0$ at $t=0$,
\begin{equation}
u+\ln u=u_0+\ln u_0-\frac{t}{T}. \label{eq:omega}
\end{equation}
The left side increases steadily with $u$, so there is one solution at each time. It is the Wright omega function of the right side.

While $u\gg1$, the dose falls linearly in time, since the loss is fixed by the pinned level. Once $u\ll1$, both the dose and the excess decay as $e^{-t/T}$. For the excess this holds in a layer thin enough to stay quasi-steady; a thick wafer adds a slower tail, estimated in the last section. The excess reaches $\Delta/2$ when $u=1$. For $u_0>1$, setting $u=1$ in \eqref{eq:omega} gives
\begin{equation}
t_{1/2}=T\,(u_0-1+\ln u_0)\simeq Tu_0=\frac{Q_0R}{D\Delta}
\qquad(u_0\gg1). \label{eq:half}
\end{equation}
Added damage at the same depth therefore lengthens the plateau nearly in proportion to $Q_0$.

The slow-change assumption can now be checked. By \eqref{eq:du}, the relative rate of change of $u$ never exceeds $1/T$, and diffusion across the layer takes a time of order $L^2/D$. The quasi-steady law is thus safe when $L^2/D\ll T$. The free stock, of order $\Delta L$, is then also small compared with the stored dose $1/(kR)$ at $u=1$, because their ratio is $kR\Delta L=RL/(DT)$.

\section{The time integral does not know the emission rate}

The total enhancement follows without the thin-sheet or quasi-steady approximation. Add \eqref{eq:cluster} and \eqref{eq:free}, so that the exchange terms cancel:
\begin{equation}
\frac{\partial}{\partial t}(I+C)=D\frac{\partial^2 I}{\partial x^2}.
\end{equation}
Integrate over the whole anneal, long enough for all clusters to dissolve and for $I$ to return to $I^*$. Define
\begin{equation}
G(x)=\int_0^\infty (I-I^*)\,dt,\qquad
N(x)=C(x,0)+I(x,0)-I^* .
\end{equation}
The left side integrates to the final minus the initial content, which is $-N$. Hence
\begin{equation}
D\,G''(x)=-N(x),\qquad G(0)=0,\qquad G'(L)=0 .
\end{equation}
One integration from $x$ to $L$ gives $G'(x)=D^{-1}\int_x^L N(x')\,dx'$. A second, from $0$ to $x$, gives
\begin{equation}
G(x)=\frac1D\int_0^x\!dy\int_y^L\!N(x')\,dx'
=\frac1D\int_0^L N(x')\min(x,x')\,dx'. \label{eq:G}
\end{equation}
In the last step the order of integration is exchanged: for fixed $x'$, the variable $y$ runs from $0$ to the smaller of $x$ and $x'$.

Below the damage, $\min(x,x')=x'$ and
\begin{equation}
G=\frac{Q_{\rm tot}\langle x\rangle}{D}, \label{eq:deep}
\end{equation}
where $Q_{\rm tot}=\int N\,dx$ and $\langle x\rangle$ is the mean depth of the initial excess. Neither $g$ nor $k$ appears. Weaker binding raises the plateau and shortens it, with the same area under the curve.

\section{What the dopant does}

Let the dopant be dilute and move through interstitials alone, with $D_A=D_A^*\,I/I^*$, where $D_A^*$ is its equilibrium diffusivity. Consider a buried marker below the damage, where $I$ is uniform in the quasi-steady regime. Its concentration $A(z,t)$, with $z$ measured from its centre, obeys $\partial A/\partial t=D_A(t)\,\partial^2A/\partial z^2$. Two integrations by parts, with $A$ vanishing far from the marker, give
\begin{equation}
\frac{d}{dt}\int z^2A\,dz=D_A\int z^2\frac{\partial^2A}{\partial z^2}\,dz=2D_A\int A\,dz .
\end{equation}
Dividing by the conserved $\int A\,dz$ shows that the variance grows at the rate $2D_A(t)$. Over an anneal of duration $t_{\rm a}$ in which the clusters dissolve completely and $I$ returns to $I^*$, \eqref{eq:deep} gives for the sheet
\begin{equation}
\sigma_{\rm end}^2-\sigma_0^2=2D_A^*t_{\rm a}+2\,\frac{D_A^*Q_0R}{DI^*}. \label{eq:var}
\end{equation}
If the anneal stops at a time $t_1$ within the plateau, the extra part of $\int D_A\,dt$ is instead
\begin{equation}
\frac{D_A^*}{I^*}\int_0^{t_1}(I-I^*)\,dt\simeq\frac{D_A^*\Delta\,t_1}{I^*}, \label{eq:short}
\end{equation}
which does not contain the dose. Added damage is thus almost invisible after a short anneal, and enters in full proportion after a complete one.

\section{A worked case}

The parameters are round model values, not those of a named material: $800\,^\circ$C, $a=0.3$ nm, $E_b=1.8$ eV, $D=10^{-6}$ cm$^2$/s, $I^*=10^{10}$ cm$^{-3}$, $R=100$ nm and $D_A^*=10^{-17}$ cm$^2$/s. With $k_BT_{\rm a}=0.09248$ eV, $k=3.770\times10^{-7}$ cm and $g=3.913$ s$^{-1}$,
\begin{equation}
I_{\rm sat}=\frac{3.913}{3.770\times10^{-7}\times10^{-6}}\ {\rm cm^{-3}}
=1.038\times10^{13}\ {\rm cm^{-3}},
\end{equation}
which is 1038 times $I^*$. Then $\Delta=1.037\times10^{13}$ cm$^{-3}$ and $T=0.2558$ s. For $Q_0=10^{14}$ cm$^{-2}$,
\begin{align}
u_0&=3.770\times10^{-7}\times10^{14}\times10^{-5}=377,\\
t_{1/2}&=0.2558\,(377-1+5.93)\ {\rm s}=97.7\ {\rm s}.
\end{align}

The table comes from numerical integration of \eqref{eq:cluster} and \eqref{eq:free} in depth and time. The last two columns give the extra $\int D_A\,dt$ below the sheet, in units of $10^{-13}$ cm$^2$.

\begin{center}
\begin{tabular}{ccccc}
$Q_0$ (cm$^{-2}$) & $I/I^*$ at 10 s & $t_{1/2}$ (s) & 10 s & final\\
$2.5\times10^{13}$ & 1020 & 25.0 & 1.02 & 2.5\\
$5\times10^{13}$ & 1031 & 49.3 & 1.03 & 5.0\\
$1\times10^{14}$ & 1035 & 97.7 & 1.03 & 10.0\\
$2\times10^{14}$ & 1037 & 194.3 & 1.04 & 20.0
\end{tabular}
\end{center}

An eightfold dose raises the level at 10 s by 1.7\% and the half-time by a factor of 7.8. The extra diffusion after 10 s rises by about 1\%, while the final value rises eightfold. Equation \eqref{eq:short} gives $10^{-17}\times1.037\times10^{13}\times10/10^{10}=1.04\times10^{-13}$ cm$^2$ for the 10 s column. After the initial filling of the layer, the computed excess follows \eqref{eq:pin} and \eqref{eq:omega} to within about $2\times10^{-4}$ of $\Delta$.

For $Q_0=10^{14}$ cm$^{-2}$ the final extra value is
\begin{equation}
\frac{D_A^*Q_0R}{DI^*}=\frac{10^{-17}\times10^{14}\times10^{-5}}{10^{-6}\times10^{10}}\ {\rm cm^2}
=10^{-12}\ {\rm cm^2}=100\ {\rm nm^2}.
\end{equation}
A marker with an initial standard deviation of 10 nm ends at 17.3 nm when it is diffused numerically with the computed $I(t)$. Its variance grows by 200.3 nm$^2$: 200 nm$^2$ from the enhancement and 0.3 nm$^2$ from equilibrium diffusion, $2D_A^*t_{\rm a}$, during the anneal of 152 s.

Lowering the binding energy to 1.7 eV should multiply $I_{\rm sat}$ by $e^{0.1/0.09248}=2.95$. At the same dose, the computed level rises from 1035 to 3049 and the half-time falls from 97.7 s to 33.1 s. The final extra diffusion remains $10^{-12}$ cm$^2$, as \eqref{eq:deep} requires.

\section{Where pinning fails}

The boundary $u=1$ lies at a stored dose of $1/(kR)=2.65\times10^{11}$ cm$^{-2}$. Below it, added damage does raise the level. Doses of $1\times10^{11}$ and $2\times10^{11}$ cm$^{-2}$ have $u_0=0.377$ and $0.754$, for which \eqref{eq:pin} gives initial excesses of $0.274\,\Delta$ and $0.430\,\Delta$. The computed peaks are $0.273\,\Delta$ and $0.429\,\Delta$. Doubling the damage here raises the peak by a factor of 1.57.

A size-dependent emission rate would also change the picture. The balance level $g/(kD)$ would then follow the cluster population, and the plateau would drift as the sizes change. Stable loops would retain part of the dose, contrary to the complete dissolution assumed in \eqref{eq:G}.

\section{A broad cluster layer}

Real damage has a width. Inside a dense layer, the steady form of \eqref{eq:free} is $D\,\partial^2I/\partial x^2=kDC(I-I_{\rm sat})$. For locally uniform $C$, deviations from $I_{\rm sat}$ decay over the length $\lambda=1/\sqrt{kC}$. If $\lambda$ is small compared with the layer width and its depth, the interior is pinned and the clusters dissolve at a front $x_f(t)$ that moves inward from the surface side. The surface flux equals the rate at which the front releases stored interstitials:
\begin{equation}
\frac{D\Delta}{x_f}=C(x_f)\,\frac{dx_f}{dt}
\quad\Longrightarrow\quad
D\Delta\,t=\int_0^{x_f}x\,C(x,0)\,dx .
\end{equation}
When the front has crossed the whole layer, $t=Q_0\langle x\rangle/(D\Delta)$. This is the sheet result with $R$ replaced by the mean depth.

For a Gaussian layer with mean depth 100 nm, standard deviation 20 nm and dose $10^{14}$ cm$^{-2}$, the peak is $C=Q_0/(\sqrt{2\pi}\,\sigma)=2.0\times10^{19}$ cm$^{-3}$ and $\lambda=3.6$ nm there. The front estimate is 96.4 s; the computed half-time is 96.9 s. The time integral agrees with \eqref{eq:G} to about one part in $10^4$, both below the layer and at its centre.

\section{Initially free interstitials and a thick wafer}

If some interstitials start free, the level can first exceed $I_{\rm sat}$. With an added free population equal to 10\% of the stored one, and the same Gaussian shape, the computed level at the deep side peaks near $400\,I_{\rm sat}$. The excess is back below $1.05\,\Delta$ after about 0.4 ms. These two numbers belong to a layer 250 nm thick that is closed on its deep side. The burst is included in $G$, which still agrees with \eqref{eq:deep} once the free part is counted in $Q_{\rm tot}$.

A thick wafer also takes up interstitials behind the sheet. With the sheet held at excess $\Delta$ and no excess below it at first, the profile at distance $y$ behind the sheet is $\Delta\,{\rm erfc}(y/2\sqrt{Dt})$. Since $\int_0^\infty{\rm erfc}(\xi)\,d\xi=1/\sqrt\pi$, the uptake per unit area is
\begin{equation}
\Delta\int_0^\infty{\rm erfc}\!\left(\frac{y}{2\sqrt{Dt}}\right)dy=2\Delta\sqrt{\frac{Dt}{\pi}} .
\end{equation}
After 96.4 s this is $1.15\times10^{11}$ cm$^{-2}$, or 0.11\% of a dose of $10^{14}$ cm$^{-2}$, so it hardly shortens the plateau. It is, however, 43\% of the stored dose at $u=1$. But these interstitials return slowly. At a time $t'$ after the level at the sheet has dropped, the flux coming back is at most about $\Delta\sqrt{D/(\pi t')}$. Carrying it to the surface takes an excess of only $\Delta R/\sqrt{\pi Dt'}$ at the sheet, which is 1.1\% of $\Delta$ at $t'=T$. This estimate, made for an abrupt drop, suggests a long tail in a thick wafer. It is small compared with $\Delta$ but not at first with $I^*$, which is what the dopant responds to: 1.1\% of $\Delta$ is about $12\,I^*$, and the bound falls to $I^*$ only at $t'=(R\Delta/I^*)^2/(\pi D)=34$ s. At a depth $x>R$ with $x\ll\sqrt{Dt'}$ the same flux needs an excess larger by the factor $x/R$. The tail and the exact shape of the final fall were not computed: for the thick wafer, the numerical output below gives only the uptake.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 1073.15 K; k_B T: 0.09248 eV
capture radius: 0.30 nm; binding energy: 1.80 eV
D: 1.0e-06 cm^2/s; I_eq: 1.0e+10 cm^-3; depth R: 100 nm
equilibrium dopant diffusivity: 1.0e-17 cm^2/s
k = 4 pi a: 3.7699e-07 cm; emission rate g: 3.9130 1/s
I_sat: 1.0380e+13 cm^-3; I_sat/I_eq: 1038.0
delta: 1.0370e+13 cm^-3; T: 0.2558 s
dose at which u = 1: 2.653e+11 cm^-2
sheet runs; level = I/I_eq at 10 s; Dt = extra dopant Dt
 dose 2.5e+13 cm^-2: u0 94.2, level 1019.6
  half-time 25.02 s, formula 25.02 s, QR/(D delta) 24.11 s
  Dt at 10 s 1.0230e-13 cm^2, final 2.5000e-13 cm^2
  largest gap to sheet law 1.5e-04 of delta
 dose 5.0e+13 cm^-2: u0 188.5, level 1031.1
  half-time 49.30 s, formula 49.30 s, QR/(D delta) 48.22 s
  Dt at 10 s 1.0308e-13 cm^2, final 5.0000e-13 cm^2
  largest gap to sheet law 1.6e-04 of delta
 dose 1.0e+14 cm^-2: u0 377.0, level 1034.9
  half-time 97.70 s, formula 97.70 s, QR/(D delta) 96.44 s
  Dt at 10 s 1.0340e-13 cm^2, final 1.0000e-12 cm^2
  largest gap to sheet law 1.9e-04 of delta
 dose 2.0e+14 cm^-2: u0 754.0, level 1036.5
  half-time 194.31 s, formula 194.31 s, QR/(D delta) 192.87 s
  Dt at 10 s 1.0355e-13 cm^2, final 2.0000e-12 cm^2
  largest gap to sheet law 2.2e-04 of delta
low dose 1.0e+11 cm^-2: u0 0.377, peak excess/delta 0.273
low dose 2.0e+11 cm^-2: u0 0.754, peak excess/delta 0.429
binding 1.70 eV, dose 1.0e+14 cm^-2: level at 10 s 3048.9, half-time 33.11 s
 final extra Dt: 1.0000e-12 cm^2
broad layer, sigma 20 nm, free/stored 0.0:
 time integral/formula: deep 1.00000, at R 1.00011
 half-time: 96.93 s
broad layer, sigma 20 nm, free/stored 0.1:
 time integral/formula: deep 1.00000, at R 1.00011
 burst peak I/I_sat: 394.9; excess back below 1.05 delta after 4.4e-04 s
extra Dt formula, dose 1.0e+14 cm^-2: 1.0000e-12 cm^2 = 100.00 nm^2
marker width (standard deviation): 10.00 nm to 17.33 nm
marker variance growth: 200.30 nm^2, formula 200.30 nm^2
thick-wafer uptake in 96.4 s: 1.15e+11 cm^-2, share of dose 1.1e-03
\end{verbatim}
